# Vacancy diffusion averaged over rapidly exchanging charge states, part 1

(Sections cited here and not found follow in the second part.)

## Hops, charge exchange and the averaged walker

A vacancy in a semiconducting sheet has one migration barrier for each of its charge states, and without a rule for combining them no diffusion coefficient can be given. Taking the most probable charge state is a poor rule. In the example treated below, at an electron density of \(2\times10^{10}\ \mathrm{cm^{-2}}\), the vacancy is neutral for 82 % of the time. The neutral diffusion coefficient is \(0.20\ \mathrm{nm^2/s}\), yet the vacancy spreads with \(0.64\ \mathrm{nm^2/s}\), because the negative state, though less probable, moves thirteen times faster. The right combination is the average of the diffusion coefficients, weighted by the occupations:

\[
\bar D=\sum_q p_qD_q .\tag{1}
\]

It has to be shown when this holds, and what fast charge exchange has to do with it.

Let the vacancy live on a triangular lattice of equivalent sites with spacing \(a\), such as one sulphur plane of a monolayer dichalcogenide. From each site six hop vectors \(\boldsymbol\delta\) of length \(a\) lead to the neighbours. In charge state \(q\) the vacancy jumps to each neighbour at the rate \(w_q\), so its total hop rate is \(6w_q\). Four assumptions enter. Successive hops are independent. A hop leaves the charge unchanged. No field or gradient favours a direction. The rates of charge exchange are the same at every site.

Let \(K_{qq'}\), for \(q\neq q'\), be the rate at which state \(q'\) turns into state \(q\) by exchange with the carriers, and set \(K_{qq}=-\sum_{q'\ne q}K_{q'q}\). Each column of \(K\) then sums to zero, which expresses conservation of probability. The probability \(P_q(\mathbf R,t)\) of finding the vacancy at site \(\mathbf R\) in state \(q\) obeys

\[
\frac{dP_q(\mathbf R)}{dt}=w_q\sum_{\boldsymbol\delta}\big[P_q(\mathbf R-\boldsymbol\delta)-P_q(\mathbf R)\big]+\sum_{q'}K_{qq'}P_{q'}(\mathbf R).\tag{2}
\]

The first term counts arrivals from the neighbours and departures to them. The second changes the charge on the spot.

Summing (2) over all sites cancels the hop terms, since every departure is an arrival elsewhere. The total probabilities \(\pi_q(t)=\sum_{\mathbf R}P_q(\mathbf R,t)\) therefore obey \(d\pi/dt=K\pi\). If every charge state can be reached from every other, this equation has one stationary solution \(p_q\), with \(Kp=0\) and \(\sum_qp_q=1\), and all other solutions relax towards it. Thermal equilibrium is not required here: under illumination or current, \(p_q\) is the stationary occupation that the actual rates produce. This presumes that the \(w_q\) stay fixed; energy released in capture or recombination can itself drive hops, which (2) does not describe.

The coefficient \(D_q\) belongs to a vacancy whose charge is frozen. A hop changes \(R^2\) by \(|\mathbf R+\boldsymbol\delta|^2-R^2=2\mathbf R\cdot\boldsymbol\delta+a^2\). The six vectors sum to zero, so the first part drops out and \(d\langle R^2\rangle/dt=6w_qa^2\). In two dimensions \(\langle R^2\rangle=4D_qt\) defines the diffusion coefficient, hence

\[
D_q=\tfrac32a^2w_q .\tag{3}
\]

Now let the charge fluctuate. The lattice sums in (2) are undone by the transform \(\hat P_q(\mathbf k,t)=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}P_q(\mathbf R,t)\). A shift by \(\boldsymbol\delta\) becomes the factor \(e^{-i\mathbf k\cdot\boldsymbol\delta}\). The hop vectors come in opposite pairs, so the imaginary parts cancel and

\[
\frac{d\hat P_q}{dt}=-\Gamma_q\hat P_q+\sum_{q'}K_{qq'}\hat P_{q'},\qquad
\Gamma_q=w_q\,s(\mathbf k),\quad s(\mathbf k)=\sum_{\boldsymbol\delta}(1-\cos\mathbf k\cdot\boldsymbol\delta).\tag{4}
\]

For wavelengths long compared with \(a\), \(1-\cos\theta\approx\theta^2/2\). The six vectors have \(\sum\delta_x^2=\sum\delta_y^2=3a^2\) and \(\sum\delta_x\delta_y=0\), so \(s\approx\frac32a^2k^2\) and \(\Gamma_q\approx D_qk^2\), as diffusion demands. At short wavelengths \(s\) stays finite. The squared modulus of a sum of three phase factors, whose phases differ pairwise by \(\mathbf k\cdot\boldsymbol\delta\) for the three pairs of opposite hops, equals \(3+\sum_{\boldsymbol\delta}\cos\mathbf k\cdot\boldsymbol\delta\) and cannot be negative. The sum of the six cosines is thus at least \(-3\), and \(s\le 6+3=9\).

The position of the vacancy, whatever its charge, is described by \(S=\sum_q\hat P_q\). Summing (4) over \(q\) removes \(K\), because its columns sum to zero:

\[
\frac{dS}{dt}=-\sum_q\Gamma_q\hat P_q .\tag{5}
\]

This is not yet closed, since the right side needs each \(\hat P_q\) separately. Fast exchange closes it. Write \(\hat P_q=p_qS+u_q\), where \(\sum_qu_q=0\) by construction. Subtracting \(p_q\) times (5) from (4) and using \(Kp=0\) gives

\[
\frac{du_q}{dt}=\sum_{q'}K_{qq'}u_{q'}-\Gamma_q\hat P_q+p_q\sum_{q'}\Gamma_{q'}\hat P_{q'} .\tag{6}
\]

Exchange damps \(u\), while differences in hop rate feed it. Measure the size of \(u\) by \(\|u\|=\sum_q|u_q|\). Vectors whose components sum to zero decay under \(K\) alone, so that \(\|e^{Kt}u\|\le Be^{-\kappa t}\|u\|\), where \(\kappa\) is the slowest relaxation rate of the charge and \(B\) is a number that stays the same when all exchange rates are multiplied by a common factor. (If the slowest rate is a repeated root, \(\kappa\) stands for a fixed fraction of it, such as nine tenths.) The feeding terms are bounded too. Since \(|\hat P_q|\le\pi_q\) and \(\sum_q\pi_q=1\), their size is at most \(2\Gamma_m\), where \(\Gamma_m=w_ms\) belongs to the fastest charge state. The initial value satisfies \(\|u(0)\|\le2\) for a vacancy that starts at the origin. Integrating (6) then yields

\[
\|u(t)\|\le 2B\,e^{-\kappa t}+\frac{2B\,\Gamma_m}{\kappa}.\tag{7}
\]

Insert \(\hat P_q=p_qS+u_q\) into (5) and let \(\bar\Gamma=\sum_qp_q\Gamma_q=\bar w\,s\), with \(\bar w=\sum_qp_qw_q\). The equation becomes \(dS/dt=-\bar\Gamma S-\sum_q\Gamma_qu_q\). With \(S(0)=1\) its solution is

\[
S(t)=e^{-\bar\Gamma t}-\int_0^te^{-\bar\Gamma(t-t')}\sum_q\Gamma_qu_q(t')\,dt'.
\]

In the integral \(|\sum_q\Gamma_qu_q|\le\Gamma_m\|u\|\). The first part of (7) contributes at most \(2B\Gamma_m/\kappa\), because the integral of \(e^{-\kappa t'}\) is at most \(1/\kappa\). The second contributes at most \(2B\Gamma_m^2/(\kappa\bar\Gamma)\), because the integral of \(e^{-\bar\Gamma(t-t')}\) is at most \(1/\bar\Gamma\). As \(\Gamma_m\ge\bar\Gamma\), the second bound is the larger, and with \(s\le9\)

\[
\big|S(\mathbf k,t)-e^{-\bar\Gamma(\mathbf k)t}\big|\le\frac{4B\,\Gamma_m^2}{\kappa\,\bar\Gamma}\le\frac{36\,B\,w_m^2}{\kappa\,\bar w}.\tag{8}
\]

The right side depends neither on \(\mathbf k\) nor on \(t\), and it vanishes when all exchange rates are raised by a common factor at fixed hop rates, which leaves the occupations unchanged. The function \(e^{-\bar\Gamma t}\) belongs to a walker without any charge that hops to each neighbour at the rate \(\bar w\). By (3) such a walker has \(D=\frac32a^2\bar w=\sum_qp_qD_q\), which is (1). Transforming back to sites averages over \(\mathbf k\), so the probability of finding the vacancy at any given site differs from that of the averaged walker by no more than the same bound. In physical terms, when the occupations of all charge states relax much faster than the vacancy hops in any of them, it keeps almost no memory of its earlier charge from one hop to the next. The bound (8) is not tight: it becomes small only for \(\kappa\gg Bw_m^2/\bar w\), which asks for more than this when the fastest state is rare. Many changes of charge are not enough if they only run back and forth within a group of states that is seldom left.

For two charge states the approach to this limit can be followed in detail. Let state 0 turn into state 1 at the capture rate \(c\), and state 1 into state 0 at the emission rate \(e\). Then \(\kappa=c+e\), \(p_1=c/\kappa\) and \(p_0=e/\kappa\). Solutions of (4) proportional to \(e^{\lambda t}\) require

\[
(\lambda+c+\Gamma_0)(\lambda+e+\Gamma_1)-ce=0 .
\]

Multiplying out, the products \(ce\) cancel. The terms \(c\lambda+e\lambda\) give \(\kappa\lambda\), and \(c\Gamma_1+e\Gamma_0=\kappa\bar\Gamma\). What remains is \((\lambda+\Gamma_0)(\lambda+\Gamma_1)+\kappa(\lambda+\bar\Gamma)=0\), or

\[
\lambda=-\bar\Gamma-\frac{(\lambda+\Gamma_0)(\lambda+\Gamma_1)}{\kappa}.
\]

For large \(\kappa\) the slow root is near \(-\bar\Gamma\). Putting this value into the small term and using \(\Gamma_0-\bar\Gamma=p_1(\Gamma_0-\Gamma_1)\) and \(\Gamma_1-\bar\Gamma=-p_0(\Gamma_0-\Gamma_1)\) gives

\[
\lambda=-\bar\Gamma+\frac{p_0p_1(\Gamma_0-\Gamma_1)^2}{\kappa}+\dots\tag{9}
\]

The omitted terms are smaller by a further factor of order \(\Gamma/\kappa\). Fluctuations between a fast and a slow state thus slow the decay of a density ripple. Relative to \(\bar\Gamma\) the correction is largest where \(s=9\), at the corners of the Brillouin zone.

Equation (9) was tested on a periodic lattice of \(6\times6\) sites with \(w_0=0.05\), \(w_1=0.5\), \(p_0=0.4\), \(p_1=0.6\) and \(\kappa=1000\), in inverse units of an arbitrary time. The slow decay rates of the full master equation differ from \(\bar\Gamma\) by up to \(3.94\times10^{-3}\), which is \(0.24\times(0.45\times9)^2/1000\). With the correction included, the largest difference falls to \(3.2\times10^{-6}\).

Since every \(\Gamma_q\) is proportional to \(k^2\) at long wavelengths, the correction in (9) is proportional to \(k^4\). It alters the shape of the distribution but not the coefficient of \(k^2\), which is the diffusion coefficient. This suggests that the long-time value of \(D\) does not need fast exchange at all, and the second moment proves it. Multiply (2) by \(R^2\) and sum over sites and charges. The exchange term vanishes, the hops contribute as they did before (3), and

\[
\frac{d\langle R^2\rangle}{dt}=4\sum_qD_q\,\pi_q(t).\tag{10}
\]

This holds for any ratio of exchange to hopping. Once the occupations have relaxed to \(p_q\), the slope is \(4\bar D\). Fast exchange is therefore sufficient for (1) but not necessary for its long-time form. What it adds is that the average already governs the motion on the scale of single hops.

For two states and a start in state 0, the equation \(d\pi_1/dt=c(1-\pi_1)-e\pi_1=c-\kappa\pi_1\) gives \(\pi_1=p_1(1-e^{-\kappa t})\). Integrating (10) with \(\pi_0=1-\pi_1\) leads to

\[
\langle R^2\rangle=4\left[\bar Dt-p_1(D_1-D_0)\frac{1-e^{-\kappa t}}{\kappa}\right].\tag{11}
\]

For \(\kappa t\ll1\) the fraction tends to \(t\) and the bracket to \(D_0t\): the vacancy still moves as it started. For \(\kappa t\gg1\) the slope is \(4\bar D\), with a constant lag that records the start. With the hop rates and occupations used above, \(\kappa=0.5\) and \(t=4\), the master equation on a large lattice gives \(\langle R^2\rangle=4.878\,a^2\), in agreement with (11), whereas \(4\bar Dt=7.68\,a^2\). An observer who waits for only two exchange times thus finds much less than the average predicts.

Equation (10) does not rely on detailed balance either. It was tested with three states that run preferentially around a cycle. The rates were 1.0 for \(0\to1\), 0.5 for \(1\to2\), 0.8 for \(2\to0\), and 0.2, 0.1 and 0.1 for \(1\to0\), \(2\to1\) and \(0\to2\). The hop rates were 0.05, 0.30 and 0.60. The stationary occupations are 0.282, 0.442 and 0.277, and \(\sum_qp_qD_q=0.4689\) in units of \(a^2\) per unit time. Starting from these occupations, the master equation gives 0.4689 both when all exchange rates are multiplied by 0.02 and when they are multiplied by 20.

On a lattice of equivalent sites without a field, the occupation-weighted average gives the long-time diffusion coefficient at any exchange rate, and fast exchange makes the whole distribution that of a single averaged walker. What remains is the shape of the distribution when exchange is slower, the situations in which the average fails, and the application to a sulphur vacancy in MoS2.

All numerical values are calculated from the stated model.
